# Volume released by grain growth and void formation in confined copper

**Question**

A copper plate in a wiring level has fine grains when it is deposited, and they grow during later heating. Atoms at a grain boundary are packed less densely than atoms in the lattice. Let $\delta$ be the boundary excess volume: the extra volume per unit boundary area, compared with the same number of atoms in a perfect lattice. Take $\delta=0.04$ nm for the average boundary, unchanged by growth.

The grain size $d$ is the mean linear intercept, that is, the total length of straight test lines, spread evenly over all directions in space, divided by the number of boundary crossings. It grows from $d_1=50$ nm to $d_2=500$ nm. The number of atoms is fixed, and volumes before and after growth are compared at the same temperature and zero stress, unless a part says otherwise.

**(a) Show that the boundary area per unit volume is $S=2/d$.**

*Model answer.* Draw parallel lines through a large volume $V$, spread uniformly, with $n$ lines per unit area of the plane perpendicular to them. Their total length in the volume is $nV$.

A small boundary element of area $\mathrm dA$, whose normal makes an angle $\theta$ with the lines, presents the projected area $|\cos\theta|\,\mathrm dA$. It is therefore crossed $n|\cos\theta|\,\mathrm dA$ times on average. Summing over all boundaries and dividing by the line length gives the crossings per unit length,

$$
P=\frac{1}{nV}\int n|\cos\theta|\,\mathrm dA
=\frac{1}{V}\int|\cos\theta|\,\mathrm dA .
$$

Now average over all line directions. Each boundary element then sees every angle with the weight of the sphere, $\sin\theta\,\mathrm d\theta$. The two hemispheres contribute equally, so one is enough:

$$
\langle|\cos\theta|\rangle
=\frac{\int_0^{\pi/2}\cos\theta\sin\theta\,\mathrm d\theta}
{\int_0^{\pi/2}\sin\theta\,\mathrm d\theta}
=\frac{1/2}{1}=\frac12 .
$$

Hence $P=S/2$. The mean intercept is the line length per crossing, $d=1/P$, so

$$
S=\frac{2}{d}.
$$

The grain shape has not entered. Cubes of edge $p$ illustrate this. Each cube has six faces, each shared by two cubes, so $S=3p^2/p^3=3/p$. The formula then gives $d=2p/3$: the mean intercept is shorter than the edge because many lines cut corners.

The relation was also tested on a periodic pattern of 300 Voronoi grains, in which each grain is the region nearest to one random seed point. The area was summed from the polygonal faces, and the intercept was counted separately along 1000 random lines. The product $Sd$ came out as 2.016, which is 0.8 percent above 2. The sample of lines is finite, and the lines were followed in finite steps, which can miss very short chords.

**(b) Find the volume released by growth, as a fraction of the initial volume. Give the leading order in $\delta/d$.**

*Model answer.* Let the metal have $N$ atoms, each with lattice volume $\Omega$. The total volume is the lattice volume plus the boundary excess:

$$
V=N\Omega+\delta S V .
$$

The boundary area is $SV$ because $S$ is defined per unit of the total volume. Insert $S=2/d$ and collect the terms in $V$:

$$
V\left(1-\frac{2\delta}{d}\right)=N\Omega,
\qquad
V=\frac{N\Omega}{1-x},\qquad x=\frac{2\delta}{d}.
$$

Here $x$ is the fraction of the total volume that is boundary excess. Since $N\Omega$ is unchanged by growth, it cancels from the ratio of the two volumes:

$$
\frac{V_1-V_2}{V_1}
=1-\frac{V_2}{V_1}
=1-\frac{1-x_1}{1-x_2}
=\frac{(1-x_2)-(1-x_1)}{1-x_2}
=\frac{x_1-x_2}{1-x_2}.
$$

For $x_2\ll1$ the denominator may be replaced by one. The leading-order release is

$$
f=x_1-x_2=2\delta\left(\frac1{d_1}-\frac1{d_2}\right).
$$

It is positive for $d_2>d_1$: boundary area disappears, and the stress-free metal becomes denser. Dividing by $V_2$ instead of $V_1$ would put $1-x_1$ in the denominator, which makes no difference at this order.

The result requires $\delta\ll d$. When grains are so small that boundaries overlap over much of their area, the edges where they meet need their own excess volume, and a single $\delta$ no longer describes the metal.

**(c) Evaluate the release. How much of it comes from the first doubling of the grain size, and what is the limit of very large final grains?**

*Model answer.* The boundary volume fractions before and after growth are

$$
x_1=\frac{2(0.04)}{50}=0.00160,
\qquad
x_2=\frac{2(0.04)}{500}=0.00016 .
$$

Their difference is

$$
f=0.00160-0.00016=0.00144 .
$$

Grain growth therefore releases 0.144 percent of the volume, or about 0.14 percent. The denominator neglected in part (b) is $1-0.00016$, so it changes $f$ by only 0.016 percent of its own value. The uncertainty in $\delta$ matters far more, because $f$ is proportional to it.

An explicit packing tests the volume balance. Take cubic lattice blocks separated by slabs of thickness $\delta$, with repeat distance $p=3d/2$. The blocks fill the fraction $(1-\delta/p)^3$ of space. At fixed lattice volume, the total volume falls by 0.1439 percent when $d$ grows from 50 to 500 nm. The small difference from $f$ comes mainly from the overlap of the slabs; the denominator neglected in part (b) offsets a smaller part of it. The excess fraction of this packing is

$$
1-\left(1-\frac{\delta}{p}\right)^3
=\frac{3\delta}{p}-\frac{3\delta^2}{p^2}+\frac{\delta^3}{p^3}.
$$

The first term equals $2\delta/d$. The second removes the double counting where slabs overlap along the cube edges, and it lowers the release slightly.

Growth from 50 to 100 nm releases

$$
2(0.04)\left(\frac1{50}-\frac1{100}\right)=0.00080,
$$

or 0.080 percent. This is half of the volume initially stored in boundaries, and 56 percent of the release up to 500 nm. As $d_2\to\infty$, the release tends to $x_1$, or 0.16 percent. Growth to 500 nm has already delivered 90 percent of that limit. The initial grain size thus controls the result, while further growth beyond 500 nm can add at most 0.016 percent.

**(d) The plate is now enclosed by rigid walls to which it adheres. It is free of stress when growth begins. Relate the void fraction to the remaining tension, and find the tension if no void opens. Use Young's modulus $E=130$ GPa and Poisson's ratio $\nu=0.34$, with isotropic linear elasticity.**

*Model answer.* The cavity keeps the volume $V_1$, while the stress-free volume of the metal falls to $V_1(1-f)$. The difference must be made up by stretching the metal, by opening a void, or by both. Let $v$ be the void volume divided by $V_1$, and let $\sigma$ be the hydrostatic stress averaged over the metal, positive in tension. With bulk modulus $K$, the mean elastic volume strain is $\sigma/K$. Filling the cavity requires

$$
V_1=V_1(1-f)\left(1+\frac{\sigma}{K}\right)+vV_1 .
$$

Divide by $V_1$, multiply out, and drop the product $f\sigma/K$, which is of second order:

$$
1=1-f+\frac{\sigma}{K}+v,
\qquad\text{so}\qquad
f=v+\frac{\sigma}{K}.
$$

To find $K$, apply equal stress $\sigma$ along three perpendicular axes. Hooke's law gives the strain along each axis as

$$
\varepsilon=\frac{\sigma-\nu(\sigma+\sigma)}{E}
=\frac{(1-2\nu)\sigma}{E}.
$$

The volume strain is $3\varepsilon$ to first order, so

$$
K=\frac{\sigma}{3\varepsilon}=\frac{E}{3(1-2\nu)}
=\frac{130}{3(0.32)}\ \text{GPa}=135.4\ \text{GPa}.
$$

If no void opens, $v=0$ and

$$
\sigma=Kf=(135.4\ \text{GPa})(0.00144)=0.195\ \text{GPa}=195\ \text{MPa}.
$$

If a void grows until the tension has gone, $\sigma=0$ and $v=f$. This limit leaves out the surface energy of the void. With a surface energy of about 1.7 J/m², a spherical void 435 nm in diameter stops growing at a tension of about 16 MPa, which lowers $v$ by about 8 percent. Between these limits, a remaining tension of 50 MPa (0.050 GPa) holds back part of the volume:

$$
v=0.00144-\frac{0.050}{135.4}=0.00107,
$$

or 0.107 percent. The released volume is therefore a budget for voiding. In this model, with no other source of misfit, $v=f$ is the largest void fraction that can form while the metal is under tension or unstressed.

Whether the budget is spent is a separate question. A void must first nucleate, for instance at a poorly bonded interface. Atoms must then diffuse away from it and settle elsewhere in the metal, which relieves the tension there. The volume balance gives neither the nucleation stress nor the time needed.

Walls that yield elastically are drawn inwards by the tension, so the tension without a void is below 195 MPa. The reduction can be large: for a sphere of this metal in a large block of silica, with a shear modulus of about 31 GPa, the same release gives only about 46 MPa. The rigid-wall value is therefore an upper limit for this misfit, and the value for a real plate depends on its shape and surroundings. If a void could remove all the tension, such walls would spring back and the full void fraction $f$ would be recovered. Surface energy prevents this, and it costs more than with rigid walls: for 30 µm³ of metal as a sphere in silica, the void stops at about 19 MPa with $v$ about 40 percent below $f$. Permanent inward deformation of the walls would reduce it.

A film with a free top surface behaves differently. It can shrink in thickness without opposition, but its substrate still resists shrinkage in the plane and puts the film under in-plane tension. If diffusion or plastic flow relaxes that tension, the film ends up thinner by the full fraction $f$, and no void is required.

**(e) The plate is 10 µm long, 3 µm wide and 1 µm thick, and is joined to a via 200 nm in diameter. Compare the released volume with that of a disc-shaped void 50 nm deep across the whole via base.**

*Model answer.* The plate volume is $10\times3\times1=30$ µm³. The released volume is

$$
V_{\rm rel}=(0.00144)(30)\ \text{µm}^3=0.0432\ \text{µm}^3 .
$$

Gathered into one sphere, it would have the diameter

$$
D=\left(\frac{6V_{\rm rel}}{\pi}\right)^{1/3}
=\left(\frac{6(0.0432)}{\pi}\right)^{1/3}\text{µm}
=0.435\ \text{µm}=435\ \text{nm}.
$$

This is more than twice the via diameter, though less than the plate thickness. The disc needs

$$
V_{\rm disc}=\frac{\pi}{4}(0.200)^2(0.050)\ \text{µm}^3
=0.00157\ \text{µm}^3,
$$

which is 3.6 percent of the released volume.

A small volume fraction can thus matter electrically, because a void across the via base interrupts the contact between via and plate. If the tension fell to zero, the disc could be supplied by $0.00157/0.00144=1.1$ µm³ of metal, or about 1.1 µm² of this plate. Surface energy raises the amount, because a small void stops growing at a higher tension than a large one. With the surface energy of part (d) and rigid walls, a spherical void of the same volume needs about 1.4 µm³ of metal. At fixed thickness and grain sizes, a larger plate has a larger budget, but its distant parts contribute only if diffusion has time to connect them to the void.

**(f) How does the release change in each of these cases, taken one at a time?**

1. **The grains have already reached 200 nm when the plate is enclosed.**
2. **The final grains are columns that run through the thickness, and 500 nm is their intercept in the plane.**
3. **The quoted grain sizes are diameters of spheres with the mean grain volume.**

*Model answer.* In case 1, only growth after enclosure can load the confined metal. If the metal is stress-free at that moment,

$$
f=2(0.04)\left(\frac1{200}-\frac1{500}\right)=0.00024,
$$

or 0.024 percent. This is one sixth of the earlier value. The released volume in the plate falls to 0.0072 µm³, and the disc of part (e) now amounts to 22 percent of it. Surface energy matters much more here. The tension without a void is only $Kf=32.5$ MPa, whereas a spherical void with the volume of the disc, 72 nm in radius, needs 47 MPa with the surface energy of part (d). In this plate no spherical void is then stable, even with rigid walls; a void would need a flatter shape at a poorly bonded interface, or another source of tension. Growth before enclosure has changed the budget much more than any further growth beyond 500 nm could.

In case 2, the boundaries stand upright, and the lines used for the intercept lie in the plane. The mean projection must be taken over a circle instead of a sphere:

$$
\langle|\cos\phi|\rangle
=\frac{2}{\pi}\int_0^{\pi/2}\cos\phi\,\mathrm d\phi
=\frac2\pi .
$$

Crossings per length are now $2S/\pi=1/d$, so $S=(\pi/2)/d$. With the initial grains still three-dimensional,

$$
f=0.04\left(\frac{2}{50}-\frac{1.5708}{500}\right)=0.00147 .
$$

The release rises to 0.147 percent, about 2 percent above the first result. The change is small because the final boundaries hold little volume under either description. Any change in the excess volume at the top and bottom interfaces has been left out.

In case 3, the factor 2 no longer applies, because the sphere diameter differs from the mean intercept; for grains of similar size it is the longer of the two. For the Voronoi pattern of part (a), the product of area density and sphere diameter is 3.62. Hence

$$
f=3.62(0.04)\left(\frac1{50}-\frac1{500}\right)=0.0026,
$$

or 0.26 percent. The factor 3.62 belongs to that pattern, and other grain shapes or size distributions would give other values. Many small grains among a few large ones can bring the factor below 2. A quoted grain size must therefore come with its definition before it is used in this estimate.

**(g) The enclosed metal also cools from 400 °C, where it is stress-free, to 200 °C. Compare the thermal misfit and the equilibrium vacancies with $f$. Then assess the estimate for a real copper plate.**

*Model answer.* Take rough linear expansion coefficients of 17 ppm/K for copper and 3 ppm/K for silicon, and suppose that the cavity contracts with the silicon in all three directions. Copper would shrink more than its cavity. To first order, the volume misfit is three times the linear misfit:

$$
f_T=3(17-3)\times10^{-6}\times200=0.0084,
$$

or 0.84 percent. This is 5.8 times the release from grain growth and has the same sign, since both leave the metal too small for its cavity. For this cooling step, grain growth is an additional source of tension and void volume, and thermal contraction is the main one. If the metal is stress-free at 400 °C because growth there has already opened voids, the growth budget has been spent and must not be counted again on cooling.

The elastic estimate $Kf_T$ would be about 1.1 GPa. So large a value depends strongly on the assumption of rigid walls, and compliant surroundings would lower it.

Lattice vacancies also carry free volume. With a rough formation energy of 1.3 eV, and with the formation entropy left out, their equilibrium site fraction at 400 °C is

$$
c=\exp\left(-\frac{1.3\ \text{eV}}{k_{\rm B}T}\right)=1.8\times10^{-10},
$$

where $k_{\rm B}$ is Boltzmann's constant and $T$ the absolute temperature. Even if each vacancy contributed a full atomic volume, this would be about ten million times smaller than $f$. Equilibrium vacancies can carry atoms to and from a void, but their stored volume is negligible here. Deposited metal may hold more vacancies than equilibrium allows, and this estimate does not cover them.

The example resembles a wide copper plate in an upper wiring level, with rough typical dimensions and elastic constants. An excess volume of a few hundredths of a nanometre is a reasonable scale for general boundaries in copper, but it varies from boundary to boundary. Halving $\delta$ halves the release to 0.072 percent. Coherent twin boundaries, which are common in copper, have a much smaller excess, so a grain size that counts them calls for a smaller average $\delta$. The assumption most clearly broken in manufacture is that all growth follows enclosure: plated copper is normally annealed before it is polished and capped. Case 1 of part (f) shows the possible size of that correction, from 0.144 to 0.024 percent. In lines narrower than the final grain size, single grains can span the width, and the boundaries are then far from randomly oriented. The relation $S=2/d$ still holds for test lines spread over all directions, but an intercept measured along the line gives $S=1/d$ for boundaries that cross it squarely, and a count of the boundaries actually present is the simpler route.

The main values used in these answers are collected in the numerical output below.

## Table of computed values

```
Boundary excess volume per area: 0.04 nm
Grain size before and after: 50 and 500 nm
Boundary volume before growth: 0.1600 percent
Boundary volume after growth: 0.0160 percent
Released volume f: 0.1440 percent
Released share of initial boundary volume: 90.0 percent
Released by growth from 50 to 100 nm: 0.0800 percent
Cubic-grain packing, released: 0.1439 percent
Voronoi grains in test: 300
Random lines in test: 1000
Voronoi area density times intercept: 2.016
Voronoi area density times sphere diameter: 3.619
Released if d is sphere diameter: 0.261 percent
Columnar area density times intercept: 1.5708
Released with columnar final grains: 0.1474 percent
Young modulus: 130 GPa
Poisson ratio: 0.34
Bulk modulus: 135.4 GPa
Hydrostatic tension without void: 195 MPa
Chosen residual tension: 50 MPa
Void fraction at residual tension: 0.107 percent
Plate length, width, thickness: 10, 3, 1 um
Plate volume: 30 um^3
Released volume in plate: 0.0432 um^3
Diameter of one sphere of that volume: 435 nm
Via diameter: 200 nm
Disc void depth: 50 nm
Disc void volume: 0.00157 um^3
Disc share of released volume: 3.6 percent
Grain size at capping, alternative case: 200 nm
Released after capping in that case: 0.0240 percent
Thermal expansion of copper: 17 ppm/K
Thermal expansion of silicon: 3 ppm/K
Stress-free and use temperature: 400 and 200 deg C
Thermal volume misfit: 0.84 percent
Thermal misfit divided by f: 5.8
Vacancy formation energy: 1.3 eV
Equilibrium vacancy fraction at 400 deg C: 1.8e-10
```
